# Why interface resistance hides the conductivity of a thin film

A film 10 nm thick has a conductivity of 1 W/(m K). Its conductivity is raised by 10 %, and the steady thermal resistance between the heater and the heat sink falls by 2.27 %. If the two contacts of the film were perfect, the same change would lower the resistance by 9.09 %. The film has responded identically in both cases, yet three quarters of the relative signal has gone.

## The model

Let heat flow in one dimension, with flux \(q\), from a heater through a film of thickness \(d\) and conductivity \(k\) into an ideal heat sink. Fourier's law holds in the film, with \(k\) understood as an effective conductivity across it. The heater stores no heat. Each contact produces a temperature jump proportional to the flux: \(qR_t\) above the film, on the heater side, and \(qR_b\) below it. All resistances refer to unit area. The resistance of the substrate is counted in \(R_b\); the example below neglects it. In a real sample it can be far larger than the contacts: a silicon wafer 0.5 mm thick, crossed by one-dimensional heat flow, adds about 3400 m² K/GW. Subtracting it afterwards does not remove it from the raw signal, so errors proportional to that signal and limits on the heater's temperature rise still include it.

In the steady state no heat accumulates, so the same flux crosses every layer. The temperature gradient in the film has magnitude \(q/k\), and the temperature drop across it is \(qd/k\). Adding the three drops gives

\[
\Delta T=q\left(R_t+\frac dk+R_b\right)=q(R_f+R_i),
\]

\[
R_f=\frac dk,\qquad R_i=R_t+R_b .
\]

The measured quantity is \(R=\Delta T/q=R_f+R_i\). The steady experiment sees this sum and nothing else; the order of the layers does not enter.

The example uses round model parameters: \(k=1\) W/(m K), \(R_t=10\) and \(R_b=20\) m² K/GW, hence \(R_i=30\) m² K/GW. For \(d=10\) nm the film contributes \(R_f=10\) m² K/GW, and \(R=40\) m² K/GW.

## Sensitivity as a share of the signal

A logarithmic sensitivity is the fractional change of the signal per small fractional change of a parameter. Since \(\partial/\partial\ln k=k\,\partial/\partial k\),

\[
\frac{\partial R}{\partial\ln k}=k\left(-\frac{d}{k^2}\right)=-\frac dk=-R_f .
\]

Division by \(R\) turns this into

\[
S_k=\frac{\partial\ln R}{\partial\ln k}=-\frac{R_f}{R_f+R_i}=-\frac{1}{1+r},
\qquad r=\frac{R_i}{R_f}.
\]

The sign is negative because a better conductor has a smaller resistance. In the same way, scaling both contacts together gives \(\partial R/\partial\ln R_i=R_i\), so

\[
S_i=\frac{\partial\ln R}{\partial\ln R_i}=\frac{R_i}{R_f+R_i},
\qquad S_i-S_k=1 .
\]

The magnitudes of the two sensitivities are the shares of the total resistance, and they add to one. What the contact gains, the film loses. For \(r\gg1\), \(S_k\approx-1/r\).

The shares are equal when \(d/k=R_i\), that is, at the Kapitza length \(kR_i\), which is 30 nm here. A film much thinner than this is dominated by its contacts, whatever its conductivity is called in absolute terms.

For the 10 nm film \(r=3\) and \(S_k=-0.25\). The opening numbers follow from a finite change: \(R_f\) falls from 10 to \(10/1.1=9.09\) m² K/GW, a loss of 0.91. Compared with 40 this is 2.27 %; compared with 10 it is 9.09 %. The numerator is the same in both ratios.

## How the loss becomes an error in conductivity

To find \(k\), one subtracts an assumed contact resistance from the measured total. Let the measured total be \(R(1+\delta_R)\) and the assumed contact resistance \(R_i(1+\delta_i)\). The inferred film resistance is then

\[
R_f'=R(1+\delta_R)-R_i(1+\delta_i)=R_f+R\,\delta_R-R_i\,\delta_i .
\]

Because \(R/R_f=1+r\) and \(R_i/R_f=r\),

\[
\frac{R_f'}{R_f}=1+(1+r)\delta_R-r\,\delta_i .
\]

If the two errors are independent, with zero mean and standard deviations \(\varepsilon_R\) and \(\varepsilon_i\), their variances add. The relative standard deviation of the film resistance is

\[
u=\sqrt{(1+r)^2\varepsilon_R^2+r^2\varepsilon_i^2}.
\]

The first term is the measurement error divided by \(|S_k|\). The second is the error of the contact resistance, multiplied by the ratio of contact to film. Repeating the measurement of \(R\) reduces random errors in the first term and leaves the second untouched.

Take \(\varepsilon_R=2\) % and \(\varepsilon_i=10\) %. For the 10 nm film the two parts are \(4\times2\,\%=8\) % and \(3\times10\,\%=30\) %, which combine to \(u=31\) %. The uncertain contact, not the noise of the thermometer, sets the error. The same formulas give, for other thicknesses:

| \(d\) (nm) | \(S_k\) | \(u\) (%) |
|---:|---:|---:|
| 5 | −0.14 | 62 |
| 10 | −0.25 | 31 |
| 30 | −0.50 | 11 |
| 90 | −0.75 | 4.3 |
| 300 | −0.91 | 2.4 |

For thick films \(r\to0\) and \(u\) tends to \(\varepsilon_R\). For \(r\gg1\) it grows as \(r\sqrt{\varepsilon_R^2+\varepsilon_i^2}\), hence as \(1/d\).

The expression for \(u\) is exact for \(R_f'\), which is linear in the errors. The inferred conductivity \(k'=d/R_f'\) is not linear, and \(u\) is its relative error to first order. With Gaussian errors, one standard deviation of \(R_f'\) on either side corresponds to the range from \(k/(1+u)\) to \(k/(1-u)\), here 0.76 to 1.45 W/(m K). The range is lopsided because a small film resistance means a large conductivity. At 5 nm, zero film resistance lies less than two standard deviations away, and the measurement hardly bounds \(k\) from above.

A systematic error acts in the same way. If \(R_i\) is taken 10 % too high, 33 m² K/GW is subtracted from 40, leaving 7 instead of 10. The inferred conductivity is \(10/7=1.43\) W/(m K), an error of 43 % from a 10 % mistake in the contact.

## What is not lost

The absolute response at fixed flux is

\[
\frac{\partial\Delta T}{\partial\ln k}=-qR_f ,
\]

which does not contain \(R_i\). An added contact raises the temperature of the heater without changing how that temperature responds to the film. Whether information is lost therefore depends on the errors and on what limits the experiment.

Suppose that \(R_i\) is known perfectly and that the thermometer has a fixed noise \(\sigma_T\), independent of the temperature rise. To first order, dividing the noise by the response gives

\[
u=\frac{\sigma_T}{qR_f}\qquad\text{at fixed flux}.
\]

The contact costs nothing. Suppose instead that the temperature rise may not exceed a given \(\Delta T\). Then the flux is limited to \(q=\Delta T/(R_f+R_i)\), and

\[
u=\frac{\sigma_T}{\Delta T}\,\frac{R_f+R_i}{R_f}=\frac{\sigma_T}{\Delta T\,|S_k|}\qquad\text{at fixed rise}.
\]

The contact now uses up part of the permitted rise, and the sensitivity \(S_k\) returns.

With a rise of 2 K and a noise of 10 mK, the 10 nm film with its contacts carries \(2\,\mathrm{K}/(40\,\mathrm{m^2\,K/GW})=50\) MW/m². The response has magnitude \(qR_f=0.5\) K, so \(u=10\,\mathrm{mK}/0.5\,\mathrm K=2\) %. Without contacts but at the same flux, the response is again 0.5 K and \(u\) is again 2 %. Without contacts and at the same rise of 2 K, the flux can be four times larger, and \(u\) falls to 0.5 %.

In this steady model, then, a dominant contact can harm the measurement in several ways: errors proportional to the signal, such as a calibration error of the flux; a limit on the temperature rise; or imperfect knowledge of \(R_i\). The last of these was the largest in the error budget of the 10 nm film.

## One thickness cannot separate the two resistances

If \(R_i\) is not known independently, a single steady measurement gives only a lower bound, \(k\ge d/R\), however precise it is. A film with \(k=2\) W/(m K) and contacts of 35 m² K/GW has \(R=5+35=40\) m² K/GW, the same as the original film with \(10+30\).

A second thickness breaks the tie if both films share the same \(k\) and \(R_i\). Let \(a_j=|S_k(d_j)|\) be the film's share at thickness \(d_j\). Small fractional changes \(x=\delta k/k\) and \(y=\delta R_i/R_i\) change the measured totals by the fractions

\[
m_1=-a_1x+(1-a_1)y,\qquad m_2=-a_2x+(1-a_2)y .
\]

To eliminate \(y\), multiply the first equation by \(1-a_2\), the second by \(1-a_1\), and subtract:

\[
\begin{aligned}
(1-a_2)m_1-(1-a_1)m_2
&=\left[-a_1(1-a_2)+a_2(1-a_1)\right]x\\
&=(a_2-a_1)\,x .
\end{aligned}
\]

If \(m_1\) and \(m_2\) are now read as independent measurement errors of standard deviation \(\varepsilon_R\), the resulting error of \(k\) is

\[
u=\varepsilon_R\,\frac{\sqrt{(1-a_1)^2+(1-a_2)^2}}{|a_2-a_1|}.
\]

Since \(1-a_j=R_i/R_j\), where \(R_j\) is the total resistance at thickness \(d_j\), the factor after \(\varepsilon_R\) equals \(\sqrt{R_1^2+R_2^2}/|R_2-R_1|\). The two totals must therefore differ clearly in relation to their size. Two films that are both deep in the contact-dominated regime have nearly equal totals, and the error is large.

For 10 and 90 nm the shares are 0.25 and 0.75, so the factor is \(\sqrt{0.75^2+0.25^2}/0.5=1.58\), and \(u=3.2\) %. For 5 and 10 nm the shares are 0.143 and 0.25; the factor is 10.6 and \(u=21\) % to first order, a lopsided range from 0.82 to 1.27 W/(m K). The wide pair needs no prior value of \(R_i\). For comparison, the thick film alone would give 4.3 % with \(R_i\) known to 10 %. If \(k\) itself varies with thickness, or the contacts differ between samples, the slope of \(R\) against \(d\) need not equal \(1/k\), and this error estimate cannot be relied on.

## How slow is steady?

Many probes modulate the heating. Let the flux vary as \(e^{i\omega t}\), and let \(C\) be the heat capacity of the film per unit volume. For unit flux amplitude, the temperature amplitude \(T(z)\) at depth \(z\) below the top of the film obeys

\[
kT''=i\omega CT,\qquad -kT'(0)=1,\qquad T(d)=-R_b\,kT'(d),
\]

and the heater sees \(Z=R_t+T(0)\). At zero frequency the solution is \(T_0(z)=R_b+(d-z)/k\), which satisfies \(T_0''=0\) and the same boundary conditions.

Multiply the equation for \(T\) by \(T_0\) and integrate. Integrating by parts twice gives

\[
i\omega C\int_0^d T_0T\,dz=\Big[k\,(T_0T'-T\,T_0')\Big]_0^d .
\]

At \(z=d\) the bracket vanishes, because both functions obey the same contact condition. At \(z=0\) both slopes satisfy \(kT'=kT_0'=-1\), so the bracket there equals \(T(0)-T_0(0)\), and it enters with a minus sign. Thus

\[
T(0)=T_0(0)-i\omega C\int_0^dT_0T\,dz .
\]

To first order in \(\omega\), \(T\) under the integral may be replaced by \(T_0\). With \(s=d-z\),

\[
\int_0^d\left(R_b+\frac sk\right)^2ds
=d\left(R_b^2+R_bR_f+\frac{R_f^2}{3}\right),
\]

and therefore

\[
Z\approx R(1-i\omega\tau),\qquad
\tau=\frac{Cd}{R}\left(R_b^2+R_bR_f+\frac{R_f^2}{3}\right).
\]

A contact below the film lengthens the response, because heat stored in the film must leave through it. A contact above does not delay that escape; it enters \(\tau\) only through \(R\) in the denominator, and so shortens it.

For the sensitivity \(S_k\) there is a direct criterion: the flux must be nearly uniform through the film. The flux amplitude that goes into storage is about \(\omega C\int_0^dT_0\,dz\), which is at most \(\omega Cd(R_f+R_b)\) per unit incoming flux. The series law for \(S_k\) requires this number to be small. This also ensures \(\omega\tau\ll1\), since the bracket in \(\tau\) is smaller than \((R_f+R_b)^2\) and \(R\ge R_f+R_b\).

With \(C=2\) MJ/(m³ K) and \(d=10\) nm, \(Cd=0.02\) J/(m² K). The bracket is \(400+200+33=633\) (m² K/GW)², so \(\tau=0.32\) ns and \(1/(2\pi\tau)=0.50\) GHz. At 10 MHz the stored fraction is at most about 0.04. A finite-volume solution of the heat equation at that frequency gives an amplitude sensitivity \(\partial\ln|Z|/\partial\ln k=-0.2499\), practically the steady −0.25. In this model, modulation at 10 MHz does not escape the loss in the amplitude. In a real sample the substrate and the heater also store heat, and their response at this frequency must be included before the numbers are applied.

## A fast probe and the position of the contact

At high frequency, \(\omega Cd^2/k\gg1\), the thermal wave dies out before it reaches the bottom of the film. The decaying solution is \(T=Ae^{-pz}\), with \(kp^2=i\omega C\). Unit flux at the top requires \(kpA=1\), hence

\[
A=\frac1{kp}=\frac1{\sqrt{i\omega Ck}},\qquad Z=R_t+A .
\]

The lower contact has disappeared. Since \(A\propto k^{-1/2}\), \(\partial A/\partial\ln k=-A/2\). The logarithm of the amplitude is the real part of \(\ln Z\), so

\[
\frac{\partial\ln|Z|}{\partial\ln k}
=-\frac12\,\mathrm{Re}\,\frac{A}{R_t+A}.
\]

If the whole interface resistance lies below the film, \(R_t=0\) and the sensitivity is \(-1/2\), however large that resistance is. If it lies above and \(R_t\gg|A|\), the sensitivity is about \(-\mathrm{Re}A/(2R_t)\), which shrinks further as the frequency rises.

Take \(\omega Cd^2/k=100\). Then \(|A|=R_f/10=1\) m² K/GW. With all 30 m² K/GW placed below the film, the sensitivity is −0.50; with all of it above, it is −0.012. In the steady state both arrangements give −0.25.

Even the favourable case has a price. The amplitude is now 1 m² K/GW instead of 40, and its absolute response to \(\ln k\) is 0.5 instead of 10 m² K/GW. Against noise of fixed size at fixed flux, the fast probe is worse; it gains against errors proportional to the signal and against ignorance of the lower contact. It also needs the heat capacity: \(A\) depends on the product \(Ck\), so a value of \(C\) taken 10 % too high makes the inferred \(k\) 9 % too low.

For this film the chosen limit corresponds to 80 GHz and a penetration depth \(\sqrt{2k/(\omega C)}\) of about 1.4 nm, where Fourier's law is itself doubtful. The limit shows the mechanism and is no practical remedy at 10 nm. The lower contact leaves the amplitude when the thermal wave dies out inside the film. It also leaves when it is so large that little heat escapes within a period, \(\omega CdR_b\gg1\), but that alone does not restore the sensitivity to \(k\): a film that is still nearly uniform in temperature merely fills with heat, \(Z\approx R_t+1/(i\omega Cd)\), and the amplitude then depends on \(Cd\) and \(R_t\) and hardly on \(k\). Even when the wave does die out, the sensitivity approaches \(-1/2\) only if \(R_t\ll|A|\). With the original 10 m² K/GW above the film, it is only −0.035 at this frequency. A resistance between heater and film stays in the amplitude, because all the heat must cross it first. It is real, however, and drops out of the out-of-phase part, \(\mathrm{Im}\,Z=\mathrm{Im}\,A\), whose sensitivity remains \(-1/2\) in this model, where the heater stores no heat.

Numbers in the example were calculated in double precision.
